\section*{What the missing-wedge elongation factor measures for a Gaussian particle}

\section{The problem}

A particle is imaged in a transmission electron microscope at tilts $\theta$ from $-a$ to $a$ about a single axis. The tilt axis is $y$, the beam runs along $z$ at zero tilt, and $x$ is the remaining axis. The directions beyond $\pm a$ are missing, and the reconstruction is stretched along $z$. The standard elongation factor is
\begin{equation}
e=\sqrt{\frac{a+\sin a\cos a}{a-\sin a\cos a}},\qquad a\ \text{in radians}.
\label{e}
\end{equation}

\begin{enumerate}
\item Evaluate $e$ for $a=60^\circ$.
\item Find which ratio of widths is equal to $e$, and for which particles.
\item A synthetic Gaussian particle has a full width at half maximum (FWHM) of 5 nm. Predict its reconstructed widths along $x$ and $z$, and compare them with a numerical reconstruction and with $e$.
\item Can the standard deviation of the reconstructed profile along each axis serve as the width instead?
\end{enumerate}

Assume that each image is a linear projection of the density, that the images are aligned and free of noise, and that the reconstruction is weighted back-projection with no constraint such as positivity.

\section{Hints}

\begin{enumerate}
\item The Fourier transform of a projection is a central line of the transform of the object. Write the inverse transform in polar coordinates and keep the measured angles.
\item For an isotropic particle the result is a sum of identical ridges, one per tilt. Expand a ridge about its centre.
\item For the Gaussian, the ridge obeys a first-order differential equation that leads to the Dawson function
\[
D(u)=e^{-u^2}\int_0^u e^{v^2}\,dv,\qquad D'=1-2uD .
\]
\item For the last question, find how fast the profile decays far from the particle.
\end{enumerate}

\section{Solution}

\subsection{The number}

With $a=1.0472$ rad and $\sin a\cos a=0.4330$,
\begin{equation}
e=\sqrt{\frac{1.0472+0.4330}{1.0472-0.4330}}
=\sqrt{\frac{1.4802}{0.6142}}=\sqrt{2.4100}=1.55 .
\end{equation}

\subsection{The reconstruction as a sum of ridges}

Each plane of constant $y$ is reconstructed separately, so it suffices to treat one slice $\rho(x,z)$. A three-dimensional Gaussian is a product of factors in $x$, $y$ and $z$, and all its slices have the same shape. At tilt $\theta$ the detector coordinate is $t=x\cos\theta+z\sin\theta$, and the image is
\begin{equation}
P_\theta(t)=\int\rho(t\cos\theta-v\sin\theta,\;t\sin\theta+v\cos\theta)\,dv .
\end{equation}
Multiply by $e^{-ikt}$ and integrate over $t$. Since $(t,v)\to(x,z)$ is a rotation, $dt\,dv=dx\,dz$, and
\begin{equation}
\int P_\theta(t)e^{-ikt}dt=\int\!\!\int\rho\,e^{-ik(x\cos\theta+z\sin\theta)}dx\,dz
=F(k\cos\theta,k\sin\theta),
\end{equation}
where $F$ is the two-dimensional transform of $\rho$. Its inverse carries the factor $1/4\pi^2$. In polar form, with $k$ running over both signs and $\theta$ over half a turn, the area element is $|k|\,dk\,d\theta$. Keeping the measured angles gives the reconstruction
\begin{equation}
f(x,z)=\frac{1}{4\pi^2}\int_{-a}^{a}d\theta\int_{-\infty}^{\infty}|k|\,F\,
e^{ik(x\cos\theta+z\sin\theta)}dk .
\end{equation}
For an isotropic particle $F$ depends on $|k|$ alone and is real. The sine part then cancels between $k$ and $-k$, and the cosine part doubles:
\begin{align}
f(x,z)&=\int_{-a}^{a}g(x\cos\theta+z\sin\theta)\,d\theta, \label{ridge}\\
g(t)&=\frac{1}{2\pi^2}\int_0^\infty kF(k)\cos kt\,dk. \label{g}
\end{align}

\subsection{What $e$ measures}

Expand $\cos kt=1-k^2t^2/2+\dots$ in (\ref{g}):
\begin{equation}
g(t)=g_0-\tfrac12g_2t^2+\dots,\quad
g_0=\frac{1}{2\pi^2}\int_0^\infty kF\,dk,\quad
g_2=\frac{1}{2\pi^2}\int_0^\infty k^3F\,dk .
\label{moments}
\end{equation}
This requires $g_2$ to be finite; for a central maximum $g_0$ and $g_2$ must be positive. From $\cos^2\theta=(1+\cos2\theta)/2$ and $\sin^2\theta=(1-\cos2\theta)/2$,
\begin{equation}
\int_{-a}^{a}\cos^2\theta\,d\theta=a+\sin a\cos a,\qquad
\int_{-a}^{a}\sin^2\theta\,d\theta=a-\sin a\cos a .
\end{equation}
On the two axes, therefore,
\begin{align}
f(x,0)&=2ag_0-\tfrac12g_2x^2(a+\sin a\cos a)+\dots,\\
f(0,z)&=2ag_0-\tfrac12g_2z^2(a-\sin a\cos a)+\dots
\end{align}
Define the curvature width $w$ of a profile by $f=f(0)(1-r^2/2w^2+\dots)$. For a Gaussian profile, $w$ is its standard deviation. Comparison gives
\begin{equation}
w_x^2=\frac{2g_0}{g_2}\,\frac{a}{a+\sin a\cos a},\qquad
w_z^2=\frac{2g_0}{g_2}\,\frac{a}{a-\sin a\cos a}.
\label{w}
\end{equation}
The shape of the particle enters through $2g_0/g_2$ and cancels in the ratio, so $w_z/w_x=e$. Equation (\ref{e}) is thus the ratio of peak-curvature widths, for any isotropic particle with finite positive $g_0$ and $g_2$.

At $a=\pi/2$ the product $\sin a\cos a$ vanishes and both widths equal the true one, $w_0=\sqrt{2g_0/g_2}$. For a smaller range, (\ref{w}) gives $w_x<w_0<w_z$. The factor $e$ therefore combines a stretching along $z$ with a narrowing along $x$, both caused by the missing tilts, and it is not the ratio of the $z$ width to the true width.

Two limits show the trend. If a small angle $\delta=\pi/2-a$ is missing on each side, $\sin a\cos a\approx\delta$ and $e\approx1+2\delta/\pi$. For a narrow range, $\sin a\cos a=\tfrac12\sin2a\approx a-\tfrac23a^3$, so $e\approx\sqrt{2a/(2a^3/3)}=\sqrt3/a$, which grows without limit as $a\to0$.

\subsection{The Gaussian ridge}

Take $\rho=e^{-(x^2+z^2)/2s^2}$, for which $F=2\pi s^2e^{-k^2s^2/2}$. Then
\begin{equation}
g(t)=\frac{s^2}{\pi}\int_0^\infty k\,e^{-k^2s^2/2}\cos kt\,dk=\frac{s^2}{\pi}\frac{dS}{dt},
\quad S(t)=\int_0^\infty e^{-k^2s^2/2}\sin kt\,dk .
\end{equation}
Integrate $dS/dt$ by parts, using $k\,e^{-k^2s^2/2}=-s^{-2}\,d(e^{-k^2s^2/2})/dk$:
\begin{equation}
\frac{dS}{dt}=\frac1{s^2}-\frac{t}{s^2}S,\qquad S(0)=0 .
\end{equation}
The integrating factor $e^{t^2/2s^2}$ gives
\begin{equation}
S=\frac{1}{s^2}e^{-t^2/2s^2}\int_0^te^{t'^2/2s^2}dt'=\frac{\sqrt2}{s}D(u),\qquad u=\frac{t}{\sqrt2\,s}.
\end{equation}
Inserting this in the differential equation, with $\sqrt2\,t/s=2u$,
\begin{equation}
g(t)=\frac1\pi\left[1-2uD(u)\right].
\label{dawson}
\end{equation}
The peak is $f(0,0)=2a/\pi$, which is $0.667$ of the true density at $60^\circ$: two thirds of the angles supply two thirds of the peak.

Half maximum is $a/\pi$. With (\ref{dawson}), the half-width $r$ on either axis solves
\begin{equation}
\int_{-a}^{a}[1-2uD(u)]\,d\theta=a,\qquad
u=\frac{r}{\sqrt2\,s}\times
\begin{cases}\cos\theta&(x\text{ axis})\\ \sin\theta&(z\text{ axis}).\end{cases}
\label{half}
\end{equation}
Numerical root finding at $60^\circ$ gives $r_x=0.9410\,s$ and $r_z=1.5704\,s$. The FWHM elongation is $1.5704/0.9410=1.669$, which is 7.5 \% above $e$.

The next term of the expansion indicates why it is larger. Integrating $D'=1-2uD$ term by term gives $D=u-\tfrac23u^3+\dots$, hence $1-2uD=1-t^2/s^2+t^4/3s^4-\dots$. Let angle brackets denote the mean over $-a<\theta<a$, and put $\eta=r^2/2w^2$ with each axis using its own $w$. Then
\begin{equation}
\frac{f}{f(0)}=1-\eta+\frac{\kappa}{3}\eta^2-\dots,\qquad
\kappa_x=\frac{\langle\cos^4\theta\rangle}{\langle\cos^2\theta\rangle^2},\quad
\kappa_z=\frac{\langle\sin^4\theta\rangle}{\langle\sin^2\theta\rangle^2}.
\end{equation}
Because $\cos^2\theta=1-\sin^2\theta$, both squares have the same variance $V$. Thus $\kappa_x=1+V/\langle\cos^2\theta\rangle^2$ and $\kappa_z=1+V/\langle\sin^2\theta\rangle^2$. For $a<\pi/2$ the mean of $\sin^2\theta$ is the smaller one, so $\kappa_z>\kappa_x$. Measured in its own curvature width, the $z$ profile falls more slowly at this order. The size of the effect at half height comes from (\ref{half}), not from this truncated series.

\subsection{Comparison with the synthetic particle}

A FWHM of 5 nm means $s=5/(2\sqrt{2\ln2})=2.123$ nm. Equation (\ref{w}), with $2g_0/g_2=s^2$ for the Gaussian, predicts
\begin{align}
w_x&=2.123\sqrt{1.0472/1.4802}=2.123\times0.8411=1.79\ \text{nm},\\
w_z&=2.123\sqrt{1.0472/0.6142}=2.123\times1.3058=2.77\ \text{nm}.
\end{align}
The predicted FWHM values are $2\times2.123\times0.9410=4.00$ nm along $x$ and $2\times2.123\times1.5704=6.67$ nm along $z$.

For the comparison, 61 images at $2^\circ$ steps with 0.25 nm pixels were made by summing the Gaussian density along rotated rays. They were ramp-filtered (the factor $|k|$) and back-projected, with half weight for the two end images so that the angular sum covers $\pm60^\circ$. The outcome is:
\begin{center}
\begin{tabular}{lcc}
 & theory & reconstruction\\
\hline
$w_z/w_x$ & 1.552 & 1.552\\
FWHM along $x$ (nm) & 4.00 & 4.00\\
FWHM along $z$ (nm) & 6.67 & 6.67\\
FWHM ratio & 1.669 & 1.669
\end{tabular}
\end{center}
The formula is confirmed for the quantity it describes. A reader who measures the FWHM of this Gaussian particle finds 1.67 instead of 1.55, and would be wrong to ascribe the difference to a poor reconstruction. Relative to the true 5 nm, the particle is 1.33 times too long along $z$ and 0.80 times its proper width along $x$. Dividing the measured $z$ width by 1.55 would give $6.67/1.55=4.3$ nm, not 5 nm.

The dependence on shape can be seen with a second smooth profile, the same Gaussian multiplied by $1+0.2(x^2+z^2)/s^2$. Reconstructed in the same way, it has a curvature ratio of 1.552 again, but a FWHM ratio of 1.643.

\subsection{Why the standard deviation fails}

For large $u$, $D\approx1/2u$, so $1-2uD=D'\approx-1/2u^2$ and $g\approx-s^2/\pi t^2$. On the $x$ axis $t=x\cos\theta\ge x\cos a$ is large at every tilt, and
\begin{equation}
f(x,0)\approx-\frac{s^2}{\pi x^2}\int_{-a}^{a}\frac{d\theta}{\cos^2\theta}
=-\frac{2}{\pi}\tan a\,\frac{s^2}{x^2}.
\end{equation}
On the $z$ axis $t=z\sin\theta$ passes through zero, and more care is needed. Put $T=z\sin a$ and change variable from $\theta$ to $t$:
\begin{equation}
f(0,z)=\frac1z\int_{-T}^{T}g\,dt+\frac1z\int_{-T}^{T}g\left[\frac{1}{\sqrt{1-t^2/z^2}}-1\right]dt .
\end{equation}
The ramp filter vanishes at $k=0$, so $g$ integrates to zero over all $t$. The first integral is therefore $-2\int_T^\infty g\,dt\approx2s^2/\pi T$. In the second, the bracket suppresses small $t$, and the large-$t$ form of $g$ may be used. Returning to $\theta$,
\begin{equation}
-\frac{2s^2}{\pi z}\int_0^a\frac{1-\cos\theta}{\sin^2\theta}\,d\theta
=-\frac{2s^2}{\pi z}\left(\frac1{\sin a}-\cot a\right).
\end{equation}
The terms in $1/\sin a$ cancel, leaving
\begin{equation}
f(0,z)\approx\frac2\pi\cot a\,\frac{s^2}{z^2}.
\end{equation}
At $60^\circ$ the coefficients are $-1.103$ and $+0.368$. Direct integration of (\ref{ridge}) at a distance of $40s$ gives $-1.107$ and $+0.368$. Both $x^2f(x,0)$ and $z^2f(0,z)$ tend to nonzero constants, so the second moments along the axes diverge. In a finite box the result depends on the box. Along $z$ the standard deviation grows with the box. Along $x$ the negative tail makes the second moment itself negative once the box extends beyond about $\pm2.3s$ at $60^\circ$. The integral of the profile stays positive but falls toward zero as the box grows, because each ridge integrates to zero. No real standard deviation exists there.

\subsection{Relation to a real particle}

The size, tilt range and tilt step used here could describe a metal catalyst particle imaged by scanning transmission tomography. The Gaussian density could not: a solid metal particle has nearly uniform density and a sharp edge. This is the largest of the departures sized here. The first variation shows that a perfectly sharp edge, finely sampled, lowers the FWHM ratio from 1.67 to 1.22. Finite resolution rounds the edge and raises the ratio again: with 0.25 nm pixels and $2^\circ$ steps, images of the sphere blurred by 1 nm (FWHM) give about 1.4.

The other effects were sized on the Gaussian, one at a time. A signal that saturates with thickness, losing 9.4 \% at the centre, changes the FWHM ratio to 1.656 and leaves the curvature ratio at 1.552. The latter is expected, since the saturated images are still the same at every tilt and correspond to another isotropic object. Pixel noise of 1 \% of the peak signal scatters a single FWHM ratio by about 0.05 when the ramp filter is used without a window (0.057 over 60 runs, a figure itself uncertain by about 10 \%). The size depends on the filter: a Hann window on the ramp lowers it to about 0.02. Random alignment errors of 0.25 nm rms across the tilt axis scatter it by 0.004. A beam semi-angle of 10 mrad adds a geometric spread of $0.010\times2.5=0.025$ nm at 2.5 nm from focus. Diffraction contrast in crystalline particles also breaks the projection assumption; it is not sized here.

\section{Two variations}

\subsection{A uniform sphere}

\textit{Find the FWHM elongation of a sphere of radius $R$ and unit density.}

The central slice is a disk, with $F=2\pi RJ_1(kR)/k$. Since $RJ_1(kR)=-dJ_0(kR)/dk$, integration by parts in (\ref{g}) gives
\begin{equation}
\pi g(t)=1-t\int_0^\infty J_0(kR)\sin kt\,dk .
\end{equation}
The Laplace transform $\int_0^\infty e^{-pk}J_0(kR)dk=1/\sqrt{p^2+R^2}$, continued to $p\to-it$, shows that the sine integral is zero for $0<t<R$ and $1/\sqrt{t^2-R^2}$ for $t>R$. So $\pi g=1$ inside and $1-|t|/\sqrt{t^2-R^2}$ outside.

On the $z$ axis $f$ stays at $2a/\pi$ until $z=R/\sin a$. Beyond that, let $c^2=1-R^2/z^2$ and $v=\cos\theta$. The tilts with $z\sin\theta>R$ contribute
\begin{equation}
f(0,z)=\frac2\pi\left[a-\int_{\cos a}^{c}\frac{dv}{\sqrt{c^2-v^2}}\right]
=\frac2\pi\left[a-\arccos\frac{\cos a}{c}\right].
\end{equation}
Half maximum requires $\arccos(\cos a/c)=a/2$, or $c=\cos a/\cos(a/2)$. On the $x$ axis, just beyond $R$, the substitution $v=\sin\theta$ gives $\int_0^c dv/\sqrt{c^2-v^2}=\pi/2$, now with $c^2=1-R^2/x^2$. The profile drops there from $2a/\pi$ to $2a/\pi-1$. Half maximum lies within this step, and the $x$ width is $2R$. Hence
\begin{equation}
\frac{z_{1/2}}{R}=\frac{1}{\sqrt{1-\cos^2a/\cos^2(a/2)}}
=\frac{1}{\sqrt{1-1/3}}=1.225\quad(a=60^\circ).
\end{equation}
A numerical reconstruction with $R=2.5$ nm, 0.02 nm pixels and $0.25^\circ$ steps gives 4.98 nm and 6.12 nm, a ratio of 1.228. Equation (\ref{e}) does not apply: the top is flat, and the integral for $g_2$ in (\ref{moments}) does not converge.

\subsection{Full weight for the end images}

\textit{How does $e$ change if all 61 images receive equal weight?}

Each image then stands for a $2^\circ$ interval centred on its tilt, so the sum covers $\pm61^\circ$. Differentiating the logarithm of (\ref{e}), with $d(\sin a\cos a)/da=\cos2a=-\tfrac12$,
\begin{equation}
\frac{d\ln e}{da}=\frac12\left[\frac{1+\cos2a}{a+\sin a\cos a}-\frac{1-\cos2a}{a-\sin a\cos a}\right]
=\frac12\left[\frac{0.5}{1.4802}-\frac{1.5}{0.6142}\right]=-1.05 .
\end{equation}
One degree is 0.01745 rad, so $e$ falls by 1.8 \%, from 1.552 to 1.524. The equally weighted reconstruction of the Gaussian has a curvature ratio of 1.524, and its FWHM ratio falls to 1.636. The weighting of the end images thus matters at the level of the third digit of 1.55. The numerical output below also lists the ratios for other tilt ranges.

\section*{Numbers as computed}
\begin{verbatim}
largest tilt: 60 deg = 1.0472 rad
sin a cos a: 0.4330
a + sin a cos a: 1.4802
a - sin a cos a: 0.6142
ratio under the root: 2.4100
elongation formula e: 1.5524
true particle FWHM: 5.00 nm, s = 2.1233 nm
pixel: 0.25 nm, tilt step: 2 deg, images: 61
peak, reconstructed: 0.6667; formula: 0.6667
curvature width x, formula: 1.7859 nm; reconstructed: 1.7861 nm
curvature width z, formula: 2.7725 nm; reconstructed: 2.7719 nm
curvature widths over s: x 0.8411, z 1.3058
curvature elongation, reconstructed: 1.5519
half-maximum points over s: x 0.9410, z 1.5704
FWHM x, theory: 3.996 nm; reconstructed: 3.997 nm
FWHM z, theory: 6.669 nm; reconstructed: 6.668 nm
FWHM elongation, theory: 1.6688; reconstructed: 1.6685
FWHM elongation over e, minus 1: 7.5 %
FWHM over true FWHM: x 0.799, z 1.334
broad-top profile: curvature 1.5521, FWHM 1.6428
tail times (r/s)^2 at r = 40 s: x -1.1068, z 0.3683
tail limits: x -1.1027, z 0.3676
uniform sphere FWHM: x 4.983 nm, z 6.120 nm
uniform sphere elongation: theory 1.2247, reconstructed 1.2282
tilt range: e, Gaussian FWHM ratio, sphere FWHM ratio
  +-50 deg: 1.895, 2.063, 1.419
  +-60 deg: 1.552, 1.669, 1.225
  +-70 deg: 1.309, 1.382, 1.101
  +-80 deg: 1.131, 1.166, 1.027
equal image weights: curvature 1.5244, FWHM 1.6363
saturation, central signal loss: 9.4 %
saturated signal: curvature 1.5520, FWHM 1.6564
noise 1 % of peak signal, 60 runs: FWHM ratio 1.669, spread 0.057
jitter 0.25 nm rms, 60 runs: FWHM ratio 1.668, spread 0.004
beam semi-angle: 10 mrad; spread at half FWHM from focus: 0.025 nm
\end{verbatim}
